Why 100 sccm is not 100 cubic centimetres per minute at 10 mTorr

A flow of 100 sccm, delivered to a chamber at 10 mTorr and 300 K, occupies about 8.3 million cubic centimetres per minute there, not 100. The unit sccm, "standard cubic centimetre per minute", counts molecules. It states the volume those molecules would fill at a standard pressure and temperature, not the volume they fill in the chamber. For an ideal gas in steady flow, with no change in the number of molecules, the actual volume flow is

S = Q (p₀/p)(T/T₀).

Here Q is the sccm number read as cm³/min, p and T are the pressure and temperature where the volume is measured, and p₀ and T₀ define the standard state. This text uses p₀ = 760 Torr and T₀ = 273.15 K. Some flow controllers are specified with another T₀, so the convention has to be known.

**The counter-example**

The claim to be refuted is this: "If the controller reads 100 sccm, then 100 cm³ of chamber gas leaves through the pump each minute."

Take an oxygen reactor with a cylindrical chamber 30 cm in diameter and 40 cm high. Its volume is

V = π (15 cm)² (40 cm) = 28 270 cm³ = 28.27 L.

The flow is 100 sccm of O₂, the pressure is steady at 10 mTorr, and the gas is at 300 K. The plasma is off for the moment, so that every molecule which enters must also leave as one molecule.

At the standard state an ideal gas holds 2.687 × 10¹⁹ molecules per cm³. The number entering each minute is therefore

100 cm³ × 2.687 × 10¹⁹ cm⁻³ = 2.687 × 10²¹,

or 4.478 × 10¹⁹ per second. In the chamber the density is only 3.219 × 10¹⁴ cm⁻³, so 100 cm³ of chamber gas contains

100 cm³ × 3.219 × 10¹⁴ cm⁻³ = 3.219 × 10¹⁶ molecules.

If the claim were true, 2.687 × 10²¹ molecules would enter each minute and 3.219 × 10¹⁶ would leave. The chamber would fill up, contrary to the steady pressure. To remove as many molecules as enter, the pump must take away the volume

(2.687 × 10²¹)/(3.219 × 10¹⁴ cm⁻³) = 8.347 × 10⁶ cm³

each minute. This is 8.347 m³/min, or 139.1 L/s. A cube of 100 cm³ has a side of 4.6 cm; a cube holding one minute's flow at chamber conditions has a side of 2.03 m.

The mass flow has not grown. It is 142.8 mg/min at the controller and in the chamber alike. The same matter is spread over a larger volume.

**The general statement and its proof**

The proof needs the relation between pressure and density, which follows from molecular impacts on a wall. Let n be the number of molecules per unit volume, m the mass of one molecule, and f(v) the distribution of the velocity component v perpendicular to the wall, normalized to one. In equilibrium

f(v) ∝ exp[−m v²/(2 k_B T)],

where k_B is Boltzmann's constant. Per unit area and time, n v f(v) dv molecules strike the wall with a component between v and v + dv. In elastic reflection each gives the wall the momentum 2 m v. Only molecules moving toward the wall count, so

p = ∫₀^∞ 2 m n v² f(v) dv = m n ∫₋∞^∞ v² f(v) dv.

The last step holds because v² f(v) is even: twice the half-range integral is the full-range one. Differentiating the Gaussian gives df/dv = −(m v/k_B T) f, hence v f = −(k_B T/m) df/dv. Integration by parts then gives

∫ v² f dv = −(k_B T/m) ∫ v (df/dv) dv = (k_B T/m) ∫ f dv = k_B T/m.

The boundary term v f vanishes at both ends. Therefore

p = n k_B T,  n = p/(k_B T).

The molecular mass has dropped out, so the conversion is the same for any ideal gas. Forces between molecules have been neglected.

By the definition of sccm, the molecule rate F is the volume rate Q multiplied by the density at the standard state:

F = Q p₀/(k_B T₀).

In steady flow without reactions that change the number of molecules, the same F crosses every section between controller and pump. Where the density is n = p/(k_B T), this rate occupies the volume flow

S = F/n = [Q p₀/(k_B T₀)] [k_B T/p] = Q (p₀/p)(T/T₀),

which proves the statement.

For the example the two factors are

p₀/p = 760 Torr/0.010 Torr = 76 000,
T/T₀ = 300/273.15 = 1.0983,

with the product 8.347 × 10⁴. Nearly all of the expansion comes from the low pressure. At p = p₀ and T = T₀ both factors are one, and the sccm number does equal the actual flow in cm³/min. At fixed sccm and temperature, S varies as 1/p: at 100 mTorr the example would need 13.9 L/s instead of 139 L/s.

**What a pump of 100 cm³/min would do**

The misreading can also be refuted from the pump's side. Let the pump remove a constant volume S per unit time, measured at the chamber's pressure and temperature. The number of molecules in the chamber is pV/(k_B T). It grows by F and falls by nS = pS/(k_B T) per unit time:

d/dt [pV/(k_B T)] = F − pS/(k_B T).

At constant V and T, multiplication by k_B T gives

V dp/dt = F k_B T − S p.

Starting from an empty chamber, the solution is

p(t) = (F k_B T/S)[1 − exp(−S t/V)].

Indeed, its derivative times V is F k_B T exp(−S t/V), which equals the right-hand side. The pressure settles at F k_B T/S. With S = 139.1 L/s this is 10 mTorr. If the pump really removed 100 cm³/min, then S = Q and the settled pressure would be

F k_B T/Q = p₀ T/T₀ = 760 Torr × 1.0983 = 834.7 Torr.

Such a chamber would settle above one atmosphere. This assumes that the controller could still deliver its set flow against that pressure.

The balance also separates two ways of raising the flow. If the sccm setting is doubled with the pump speed S held fixed, the pressure doubles and V/S is unchanged. If the pressure is held fixed instead, S must double and V/S is halved.

**Residence time**

The ratio V/S is the mean time a fed molecule spends in the chamber, whatever the pattern of mixing. To see this, let M(t) be the fraction of molecules still inside at a time t after entering. In steady flow, the molecules that entered between t and t + dt ago number F dt, and F M(t) dt of them remain. The total number present is

N = F ∫₀^∞ M(t) dt.

The fraction leaving between ages t and t + dt is −(dM/dt) dt, so the mean residence time is

τ = −∫₀^∞ t (dM/dt) dt = ∫₀^∞ M(t) dt = N/F.

Integration by parts was used, with t M(t) tending to zero at late times; this requires that no molecules remain trapped. For uniform density, N = nV and F = nS, hence

τ = V/S.

In the example

τ = 28.27 L/(139.1 L/s) = 0.203 s.

Mixing changes the spread of residence times but not this mean. A tracer calculation for one-dimensional drift and diffusion bears this out: released at the inlet, the tracer has a mean residence time of 0.2032 s for weak mixing, for a rough diffusion coefficient of 1.5 m²/s, and for strong mixing.

The misreading would give

28 270 cm³/(100 cm³/min) = 282.7 min,

almost five hours in place of a fifth of a second.

**The error carried into radical chemistry**

Now let the plasma produce oxygen atoms. An atom may recombine at the wall or be pumped out first. Take a wall-loss rate k_w = 20 s⁻¹, a round model parameter, and suppose that the chamber is well mixed. An atom then has the same chance per unit time, 1/τ, of being pumped out wherever it was born. Without wall loss, its exit time would have the distribution (1/τ) exp(−t/τ). The probability of escaping wall loss until time t is exp(−k_w t). The fraction pumped out is therefore

P = ∫₀^∞ (1/τ) exp[−(1/τ + k_w)t] dt
  = (1/τ)/(1/τ + k_w)
  = 1/(1 + k_w τ).

With k_w τ = 20 × 0.2032 = 4.064,

P = 1/5.064 = 0.197.

With this wall-loss rate, about one atom in five leaves through the pump. Had the residence time been taken as 282.7 min, or about 17 000 s, the result would have been 2.95 × 10⁻⁶, and pumping would have been dismissed as a loss channel. Where wall loss is this slow, the confusion of units thus changes the chemistry as well as the gas accounting.

The well-mixed assumption can be compared with its opposite. Suppose that gas drifts from inlet to outlet without mixing and that atoms are produced uniformly along the way. The time an atom needs to reach the outlet is then spread evenly between 0 and τ, and the pumped-out fraction is

P = (1/τ) ∫₀^τ exp(−k_w t) dt = [1 − exp(−k_w τ)]/(k_w τ) = 0.242.

The one-dimensional model with uniform production and the rough diffusion coefficient above gives 0.208, between the two limits. That coefficient is close to the self-diffusion value for O₂; for O atoms in O₂ kinetic theory gives nearer 2.5 m²/s, which yields 0.204. Relative to the well-mixed value, the incomplete mixing of this model raises the answer by about 3 to 5 %, and a complete absence of mixing raises it by a little over 20 %. The misreading changes it by more than four powers of ten.

**When the number of molecules changes**

Dissociation breaks one assumption of the general statement: one O₂ molecule can leave as two atoms. Let N₂ and N₁ be the numbers of O₂ molecules and O atoms in a well-mixed chamber. Let k_d be the dissociation rate per molecule, and let atoms lost at the wall return promptly as O₂. Assume that the outlet removes both species at the same fixed volume flow S, so that τ = V/S is the same for both; a real valve or pump can favour one of them. The steady balance of atoms is

2 k_d N₂ = (k_w + 1/τ) N₁.

Let x be the fraction of the feed that leaves as pairs of atoms. Since oxygen nuclei leave at the rate (2N₂ + N₁)/τ, of which N₁/τ are free atoms,

x = N₁/(2N₂ + N₁).

Put a = k_d/(k_w + 1/τ). The atom balance reads N₁ = 2a N₂, so

x = 2a/(2 + 2a) = a/(1 + a) = k_d/(k_d + k_w + 1/τ).

For a round value k_d = 2 s⁻¹, with 1/τ = 4.92 s⁻¹,

x = 2/(2 + 20 + 4.92) = 0.0743.

The particles leaving per second number F(1 − x) + 2Fx = F(1 + x). At fixed pump speed and temperature the pressure must therefore rise by the factor 1 + x, from 10 to 10.74 mTorr. If a throttle valve holds the pressure fixed instead, the volume flow is larger by the factor 1 + x, with x evaluated at the new, shorter τ.

**The example beside a real reactor**

A flow of order 100 sccm, a pressure of order 10 mTorr and a pump speed of hundreds of litres per second are ordinary values for low-pressure plasma processing. The speed meant here is the effective one at the chamber outlet, after the valve and ducts, not the rating of the pump alone. The two reaction rates are model parameters; in a real reactor they depend on the wall material and on the plasma power. In this chamber k_w = 20 s⁻¹ corresponds to a recombination probability of about 0.007 per wall collision. A wall with a probability of 0.1 would give k_w of roughly 200 s⁻¹, and only about 2 % of the atoms would then be pumped out.

The assumption most strongly broken among those sized here is that the gas stays at 300 K. If the plasma heats it to 500 K while the pressure is held at 10 mTorr, the volume flow at that temperature is 231.9 L/s and the residence time falls to 0.122 s. Both change by the factor 5/3. If the gas cools before it reaches the pump, the volume flow there must be found from the local temperature and pressure.

The other corrections are smaller:

- A standard temperature of 20 °C instead of 0 °C lowers the molecule rate for the same setting, and with it S, by 6.8 %, to 129.6 L/s.
- Forces between molecules, estimated from a Lennard-Jones potential with rough parameters for O₂, change the density at the standard state by about 0.07 %. The estimate is sensitive to the parameters: the measured density of O₂ corresponds to about 0.1 %.
- The pressure drop along the full-width part of the chamber is small. For steady viscous flow in a tube of radius R, the pressure force on a cylinder of radius r balances the drag on its side: π r² G = −2π r μ dw/dr, where G is the pressure drop per length, μ the viscosity and w the flow speed. With w = 0 at the wall, w = G(R² − r²)/(4μ), whose average over the cross-section is u = G R²/(8μ). Over a length L the drop is 8μLu/R². With u = 1.97 m/s and a rough μ of 2 × 10⁻⁵ Pa s this gives 0.042 mTorr, or 0.4 % of the chamber pressure. Slip of the gas at the wall is left out; it would lower the drop by somewhat more than a tenth. End effects are also left out, and they can be larger: slow viscous flow converging on a pump port 10 cm across adds roughly 0.25 mTorr, a few per cent of the chamber pressure.

None of these effects comes near the factor of 83 000 that separates the sccm number from the actual volume flow. The conversion does fail as a steady balance while the chamber is filling or emptying, or when a surface takes up or releases a sizeable share of the gas. In those cases the molecule rates must be balanced first, and the volume found afterwards from the local density. The numerical output below lists the main values used here.

Computed values

```
Flow setting: 100 sccm
Standard pressure: 760 Torr
Standard temperature: 273.15 K
Chamber pressure: 10 mTorr
Chamber gas temperature: 300 K
Chamber diameter: 30 cm
Chamber height: 40 cm
Chamber volume: 28.27 L
Molecule rate: 4.478e+19 1/s
O2 molar mass (input): 32 g/mol
O2 mass rate: 142.8 mg/min
Density at standard state: 2.687e+19 1/cm3
Density in chamber: 3.219e+14 1/cm3
Pressure factor p0/p: 76000
Temperature factor T/T0: 1.098
Total volume factor: 8.347e+04
Actual volume per minute: 8.347e+06 cm3/min
Same, in cubic metres: 8.347 m3/min
Same, as pump speed: 139.1 L/s
Cube side, 100 cm3: 4.642 cm
Cube side, actual volume of one minute: 2.029 m
Settled pressure, correct pump: 10 mTorr
Settled pressure, 100 cm3/min pump: 834.7 Torr
Residence time: 0.2032 s
Residence time, misread: 282.7 min
Mean residence from tracer, weak mixing: 0.2032 s
Mean residence from tracer, actual mixing: 0.2032 s
Mean residence from tracer, strong mixing: 0.2032 s
Radical wall loss rate (input): 20 1/s
Pumped-out radical fraction: 0.197
Pumped-out radical fraction, misread: 2.95e-06
Neglected effects:
Pump speed if gas is at 500 K: 231.9 L/s
Residence time if gas is at 500 K: 0.1219 s
Pump speed if standard is 20 C: 129.6 L/s
Change from 20 C standard: -6.82 %
O2 dissociation rate (input): 2 1/s
Feed fraction leaving as atoms: 0.0743
Pressure with dissociation, fixed pump: 10.74 mTorr
Lennard-Jones depth (rough input): 107 K
Lennard-Jones diameter (rough input): 0.347 nm
Second virial coefficient: -15.2 cm3/mol
Non-ideality at standard state: -0.068 %
Viscosity (rough input): 2e-05 Pa s
Mean drift speed: 1.97 m/s
Viscous pressure drop: 0.042 mTorr
Diffusion coefficient (rough input): 1.5 m2/s
Pumped-out fraction, 1D flow model: 0.208
Pumped-out fraction, no mixing: 0.242
```
